\section*{Scaling exponents of the Edwards-Wilkinson equation below two dimensions}

A step edge on a crystal surface, 1000 Å long and straight at the start, has a root-mean-square width of 2.0 Å after 0.01 s in the model treated below. If every point of the edge wandered independently, the width would grow as the square root of time, and after 10 s it would be larger by $\sqrt{1000}$, that is, about 63 Å. The model gives 6.6 Å. Nor is that figure a property of the material alone: an edge four times as long ends up twice as wide. Without the laws that connect width, time and length, a roughness measured on one scale cannot be carried over to another.

Let $h(\mathbf x,t)$ be the height of an interface above a $d$-dimensional substrate, a periodic cube of side $L$. For a step edge $d=1$, and $h$ is the displacement of the edge within the surface plane; for a growing film $d=2$. The height is measured from the position the interface would have at its mean growth rate, so a constant flux drops out. The Edwards-Wilkinson equation is
\begin{equation}
\frac{\partial h}{\partial t}=\nu\nabla^2h+\eta ,\qquad
\langle\eta(\mathbf x_1,t_1)\,\eta(\mathbf x_2,t_2)\rangle=2D\,\delta^d(\mathbf x_1-\mathbf x_2)\,\delta(t_1-t_2),
\end{equation}
with $\nu>0$, $D>0$, $\langle\eta\rangle=0$ and $h=0$ at $t=0$. The noise represents random arrivals and departures of atoms. The smoothing term arises when atoms are exchanged with a reservoir, or when they drift downhill with a current $\mathbf j=-\nu\nabla h$, since then $-\nabla\cdot\mathbf j=\nu\nabla^2h$. The algebra is in atomic units, with $k_B$ kept visible; $\hbar$ does not enter this classical problem. The roughness is the ensemble average of the spatial variance,
\begin{equation}
W^2(L,t)=\Big\langle \frac1{L^d}\int d^dx\,\big[h(\mathbf x,t)-\bar h(t)\big]^2\Big\rangle ,
\end{equation}
where $\bar h$ is the spatial mean. The claim is that for $0<d<2$ the width grows as $W\sim t^\beta$ while $\nu t\ll L^2$, and saturates at $W\sim L^\alpha$ when $\nu t\gg L^2$, with
\begin{equation}
\alpha=\frac{2-d}2,\qquad z=2,\qquad \beta=\frac{\alpha}{z}=\frac{2-d}4 ,
\end{equation}
where $z$ relates the saturation time to the length, $t\sim L^z$. The one integer in this range is $d=1$; other values are a formal continuation, defined below.

The exponents follow from a change of units. Put $\mathbf x=b\mathbf x'$, $t=b^zt'$ and $h=b^\alpha h'$ with $b>0$. The time derivative acquires the factor $b^{\alpha-z}$ and the Laplacian term $b^{\alpha-2}$. Dividing by $b^{\alpha-z}$ gives
\begin{equation}
\frac{\partial h'}{\partial t'}=b^{z-2}\nu\,\nabla'^2h'+\eta',\qquad \eta'=b^{z-\alpha}\eta .
\end{equation}
Since $\delta^d(b\mathbf x')=b^{-d}\delta^d(\mathbf x')$ and $\delta(b^zt')=b^{-z}\delta(t')$, the covariance of $\eta'$ has the strength $2D\,b^{2(z-\alpha)-d-z}$. The equation therefore keeps its form with
\begin{equation}
\nu'=b^{z-2}\nu,\qquad D'=b^{z-d-2\alpha}D .
\end{equation}
Both coefficients stay fixed if $z=2$ and $2\alpha=z-d=2-d$. If $L$ is the sole length in the problem, the width then obeys $W(L,t)=b^\alpha W(L/b,t/b^2)$. Choosing $b$ equal to $L$ in the unit of length gives $W=L^\alpha f(t/L^2)$. At early times distant parts of the interface have not yet influenced each other, so $W$ cannot depend on $L$. This requires $f(y)\sim y^\beta$ with $\alpha-2\beta=0$, which is the stated $\beta$.

This argument assumes that $L$ is indeed the sole length. A crystal also has an atomic spacing $a$, which becomes $a/b$ under the rescaling, and the argument holds only if $W$ has a finite limit as that spacing goes to zero. Whether it does can be decided by solving the equation.

Expand $h=L^{-d/2}\sum_{\mathbf q}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf x}$ with $\mathbf q=2\pi\mathbf n/L$ and integer vectors $\mathbf n$. With the same normalization for the noise, $\langle\eta_{\mathbf q}(t_1)\eta^*_{\mathbf q}(t_2)\rangle=2D\,\delta(t_1-t_2)$, because the factor $L^{-d}$ cancels the volume left by the spatial integral. Each mode obeys $\dot h_{\mathbf q}=-\nu q^2h_{\mathbf q}+\eta_{\mathbf q}$, so that
\begin{equation}
h_{\mathbf q}(t)=\int_0^t ds\,e^{-\nu q^2(t-s)}\eta_{\mathbf q}(s).
\end{equation}
In the mean square the delta function removes one of the two time integrals, and with $s\to t-s$
\begin{equation}
\langle|h_{\mathbf q}|^2\rangle=2D\int_0^t ds\,e^{-2\nu q^2s}
=\frac{D}{\nu q^2}\left(1-e^{-2\nu q^2t}\right).
\end{equation}
A mode with $\nu q^2t\ll1$ still grows as $2Dt$, as if there were no smoothing; one with $\nu q^2t\gg1$ has reached its stationary value $D/\nu q^2$. Roughening thus spreads from short to long wavelengths, and the boundary between the two groups lies at a length of order $\sqrt{\nu t}$.

The stationary value fixes the coefficients for an interface in thermal equilibrium. Let its energy be $E=(\gamma/2)\int d^dx\,(\nabla h)^2=(\gamma/2)\sum_{\mathbf q}q^2|h_{\mathbf q}|^2$, with stiffness $\gamma$, and let it relax with mobility $\Gamma$ as $\partial h/\partial t=-\Gamma\,\delta E/\delta h+\eta$. Since $\delta E/\delta h=-\gamma\nabla^2h$, one has $\nu=\Gamma\gamma$. The modes $\mathbf q$ and $-\mathbf q$ are complex conjugates; together they have the energy $\gamma q^2|h_{\mathbf q}|^2$ and two real degrees of freedom, each with mean energy $k_BT/2$. Hence $\langle|h_{\mathbf q}|^2\rangle=k_BT/\gamma q^2$, and comparison with $D/\nu q^2$ gives
\begin{equation}
D=\Gamma k_BT,\qquad \frac D\nu=\frac{k_BT}{\gamma}.
\end{equation}
Under a growth flux $D$ and $\nu$ are independent parameters, but the exponents do not depend on their values.

By Parseval's theorem $W^2=L^{-d}\sum_{\mathbf q\ne0}\langle|h_{\mathbf q}|^2\rangle$; the mode $\mathbf q=0$ is the spatial mean and is left out. Use the time-integral form of the mode variance and substitute $s=L^2u/\nu$. The exponent becomes $2\nu q^2s=8\pi^2n^2u$, and the sum over $\mathbf n$ factorizes into $d$ equal sums. All terms are positive, so sum and integral may be interchanged:
\begin{equation}
W^2=\frac D\nu L^{2-d}F_d\!\left(\frac{\nu t}{L^2}\right),\qquad
F_d(\tau)=2\int_0^\tau du\,\big[\vartheta(u)^d-1\big],\qquad
\vartheta(u)=\sum_{n=-\infty}^{\infty}e^{-8\pi^2n^2u}.
\end{equation}
The $-1$ removes $\mathbf n=0$. This is the scaling form with its function given explicitly, and since $d$ now appears as an ordinary power, it also defines the continuation to non-integer $d$. What remains is to see when $F_d$ is finite.

At small $u$ many terms contribute to $\vartheta$. Poisson's formula, $\sum_nf(n)=\sum_m\int dy\,f(y)e^{-2\pi imy}$, applied to the Gaussian gives
\begin{equation}
\vartheta(u)=\frac1{\sqrt{8\pi u}}\sum_{m=-\infty}^{\infty}e^{-m^2/8u}.
\end{equation}
For $u\ll1$ the term $m=0$ dominates, and the integrand of $F_d$ behaves as $(8\pi u)^{-d/2}$. This is integrable at $u=0$ if and only if $d<2$. In that case, up to terms exponentially small in $1/\tau$,
\begin{equation}
F_d(\tau)\simeq\frac{2\,\tau^{1-d/2}}{(8\pi)^{d/2}(1-d/2)}-2\tau ,\qquad \tau\ll1 .
\end{equation}
The first term dominates and gives
\begin{equation}
W^2\simeq\frac{2D}{(8\pi\nu)^{d/2}}\,\frac{t^{1-d/2}}{1-d/2},
\end{equation}
in which $L$ has cancelled. Its square root grows as $t^{(2-d)/4}$. The second term equals $-2Dt/L^d$ in $W^2$: it is the diffusion of the mean height, which does not count as roughness.

At large $u$ the terms $n=\pm1$ are the leading correction, $\vartheta^d-1\simeq2d\,e^{-8\pi^2u}$, so the integral also converges at its upper end. $F_d(\infty)$ is a finite number and $W^2\to(D/\nu)F_d(\infty)L^{2-d}$, which gives $\alpha$. An atomic spacing alters the integrand mainly for times below about $a^2/\nu$. In the continuum that interval contributes an amount of order $(D/\nu)a^{2-d}$, negligible against $(D/\nu)L^{2-d}$ when $L\gg a$. For the growth law the corresponding condition is $\nu t\gg a^2$.

For $d=1$ the constants are simple. The stationary sum is
\begin{equation}
W^2(\infty)=\frac1L\,2\sum_{n=1}^\infty\frac{DL^2}{4\pi^2\nu n^2}
=\frac{DL}{2\pi^2\nu}\,\frac{\pi^2}6=\frac{DL}{12\nu},
\end{equation}
and the growth law, with its correction, becomes
\begin{equation}
W^2\simeq\frac D\nu\sqrt{\frac{2\nu t}\pi}\left(1-\frac{\sqrt{2\pi\nu t}}L\right),\qquad \nu t\ll L^2 .
\end{equation}
If the leading growth law is set equal to the saturated value, $\sqrt{2\nu t/\pi}=L/12$, the crossover time is
\begin{equation}
t_\times=\frac{\pi L^2}{288\,\nu}.
\end{equation}
The small prefactor matters in practice: saturation sets in well before $\nu t$ reaches $L^2$.

The numerical output supports these results by separate routes. Simulation of the stochastic equation on a ring of 32 sites, with $\nu=D=a=1$, gives $W^2=1.904$ at $t=10$, where the scaling function gives 1.898, and 2.713 at $t=80$, where it gives 2.663. The later value is 1.9 percent above the prediction. The sampling error of the 2000 simulated rings is about 1.4 percent, and the finite time step and the lattice raise the expected value by about 0.7 percent. Diagonalized lattice Laplacians give $\alpha=0.5000$, $z=1.9991$ and $\beta=0.2464$. The bracket in the growth law falls with time, so a finite ring lowers the apparent $\beta$, in the direction seen. At $\nu t/L^2=0.01$, rings of 128 and 512 sites have $W^2/L=0.059773$ and $0.059788$, equal within 0.03 percent, as the scaling form demands.

The approach to two dimensions shows how the law breaks down. The computed $F_d(\infty)$ is 0.083 at $d=1$, 0.245 at $d=1.5$ and 1.520 at $d=1.9$. The rise comes from the lower end of the integral, whose leading part near $d=2$ is $1/[2\pi(2-d)]$; at $d=1.9$ this gives 1.59. At $d=2$ the integral diverges, and the atomic spacing must be kept. The stationary modes between $q\sim1/L$ and $q\sim1/a$ then give
\begin{equation}
W^2\simeq\frac D\nu\int\frac{2\pi q\,dq}{(2\pi)^2q^2}=\frac{D}{2\pi\nu}\ln\frac La+\text{const}.
\end{equation}
During growth only modes with $q\gtrsim(\nu t)^{-1/2}$ are stationary, so $L$ is replaced by $\sqrt{\nu t}$ and $W^2\simeq(D/4\pi\nu)\ln(\nu t/a^2)+\text{const}$. The exponents $\alpha=\beta=0$ are thus to be read as logarithms. On the lattice, doubling $L$ from 128 to 256 raises the saturated $W^2$ by 0.11032, which is $\ln2/2\pi$ to the digits shown. Between $t=20$ and $t=80$ it rises by 0.11005, against $\ln4/4\pi=0.11032$.

Above two dimensions $\alpha$ is negative, yet the width does not go to zero as $L$ grows. It tends to a finite value set by the atomic spacing, and the power $L^{2-d}$ survives in the correction to it. To see this, subtract the integrand of an infinite substrate from that of a finite one. The difference in the saturated $W^2$ is
\begin{equation}
\Delta W^2=\frac D\nu L^{2-d}\;2\int_0^\infty du\left[\vartheta(u)^d-1-(8\pi u)^{-d/2}\right].
\end{equation}
The bracket tends to $-1$ at small $u$ and falls as $-u^{-d/2}$ at large $u$, so for $d>2$ the integral converges without help from the lattice. In three dimensions the correction should therefore halve whenever $L$ doubles. The lattice values for $L=16$, 32 and 64 are 0.23863, 0.24568 and 0.24920; the ratio of the successive rises is 0.5005.

Now take the step edge of the opening, isolated from other steps and exchanging atoms with the adjoining terraces at a rate set by the local $\delta E/\delta h$. This assumption matters: if atoms could only diffuse along the edge, the saturated width would be the same, but the width would grow as $t^{1/8}$ instead of $t^{1/4}$. The round model parameters are stiffness $\gamma=0.1$ eV/Å, temperature 600 K, $\nu=10^4$ Å$^2$/s and $L=1000$ Å. The thermal energy is 0.0517 eV, so
\begin{equation}
\frac D\nu=\frac{0.0517\ \text{eV}}{0.1\ \text{eV/Å}}=0.517\ \text{Å},\qquad
W^2(\infty)=\frac{0.517\times1000}{12}\ \text{Å}^2\approx43.1\ \text{Å}^2 .
\end{equation}
The saturated width is $W=6.56$ Å, or 12.4 bohr. The Boltzmann distribution of a discretized elastic line, evaluated from its covariance matrix with no reference to the dynamics, also gives 43.1 Å$^2$. The crossover time is
\begin{equation}
t_\times=\frac{\pi\times10^6}{288\times10^4}\ \text{s}=1.09\ \text{s}.
\end{equation}

At 0.01 s the full width is 2.01 Å and the leading growth law gives 2.03 Å; at 0.1 s the values are 3.47 and 3.61 Å. At 1 s they have separated, 5.56 against 6.42 Å. The correction for the mean height accounts for this gap: there $\sqrt{2\pi\nu t}/L=\sqrt{2\pi\times0.01}=0.251$, and $6.42\sqrt{1-0.251}=5.56$ Å. At 10 s the edge has saturated at 6.56 Å, while the growth law, far outside its range, would give 11.4 Å. For an edge of 4000 Å the saturated width is 13.1 Å, larger by $4^{1/2}=2$, and the crossover time is 17.5 s, larger by $4^2=16$. While both edges are far from saturation they have nearly the same width, so the width at such times does not show which of them will end up rougher.

The energy used here assumes small slopes, and this can be checked. In the saturated state of a long edge, the mean square difference of $h$ between two points a distance $r\ll L$ apart is
\begin{equation}
\langle[h(r)-h(0)]^2\rangle=\frac D\nu\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,\frac{2(1-\cos qr)}{q^2}=\frac D\nu\,r ,
\end{equation}
because $\int_{-\infty}^\infty dq\,(1-\cos qr)/q^2=\pi r$. The mean square slope over the distance $r$ is thus $(D/\nu)/r$. With $D/\nu=0.517$ Å it is about 0.1 at $r=5$ Å and smaller over longer distances, so the approximation is good at tens of ångström and only rough at a few. A softer or hotter edge would violate it sooner. The continuum model also ignores that a real edge moves in whole atomic rows, a few ångström apart. The widths of 2.0 Å at 0.01 s and 3.5 Å at 0.1 s are about one row, so they are values of the continuum model rather than predictions for a crystal. A lattice model of the step with the same $k_BT/\gamma$ can be markedly narrower at such times and approach the $t^{1/4}$ law only later.

The rescaling also shows which omitted terms would change the exponents. Smoothing by surface diffusion adds $-K\nabla^4h$, and the steps used for $\nu$ give $K'=b^{z-4}K=b^{-2}K$ at $z=2$. This term fades on large scales and matters at lengths below about $\sqrt{K/\nu}$. If $\nu=0$, however, it is the leading smoothing term, and invariance then requires $z=4$: purely surface-diffusive smoothing belongs to a different law. Growth along the local surface normal adds $(\lambda/2)(\nabla h)^2$, for which
\begin{equation}
\lambda'=b^{\alpha+z-2}\lambda=b^{(2-d)/2}\lambda .
\end{equation}
Below two dimensions this coefficient grows with scale. However small $\lambda$ is at the start, the linear growth law then describes an intermediate range of lengths and times and fails beyond it. In one dimension the failure concerns $z$ and $\beta$, but not $\alpha$, because the stationary distribution of the linear equation, $P\propto\exp[-(\nu/2D)\int dx\,(\partial_xh)^2]$, stays stationary when the new term is added. That term changes $P$ at the rate $-(\lambda/2)\int dx\,\delta[(\partial_xh)^2P]/\delta h(x)$. Since $\delta P/\delta h=(\nu/D)(\partial_x^2h)P$, the derivative of $P$ contributes a multiple of $\int dx\,(\partial_xh)^2\partial_x^2h=\int dx\,\partial_x(\partial_xh)^3/3$, which vanishes on a periodic line. The derivative of $(\partial_xh)^2$ contributes a multiple of $\int dx\,\partial_xh$, which vanishes too. This is a continuum argument; on a lattice, only particular discretizations of $(\partial_xh)^2$ keep $P$ stationary. For the step edge in equilibrium, as modelled here, the term is absent: the drift is $-\Gamma\,\delta E/\delta h$ with constant $\Gamma$, and since the energy is unchanged under $h\to-h$ this drift is odd in $h$, whereas $(\nabla h)^2$ is even. For an interface driven by a flux, the absence of such a term has to be established before $z=2$ and $\beta=1/4$ are applied to large scales. The same holds for the logarithmic laws of a growing film: at $d=2$ the rescaling leaves $\lambda$ unchanged, so it does not show that the term fades.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Lattice tests, units nu = D = spacing = 1
simulated W^2, 32 sites, t=10: 1.904
predicted W^2, 32 sites, t=10: 1.898
simulated W^2, 32 sites, t=80: 2.713
predicted W^2, 32 sites, t=80: 2.663
d=1 measured alpha: 0.5000
d=1 measured beta: 0.2464
d=1 measured z: 1.9991
W^2/L at tau=0.01, L=128: 0.059773
W^2/L at tau=0.01, L=512: 0.059788
F_d(infinity), d=0.5: 0.02835
F_d(infinity), d=1.0: 0.08333
F_d(infinity), d=1.5: 0.24455
F_d(infinity), d=1.9: 1.51955
d=2 rise of W^2, L 128 to 256: 0.11032
d=2 ln(2)/(2 pi): 0.11032
d=2 rise of W^2, t 20 to 80: 0.11005
d=2 ln(4)/(4 pi): 0.11032
d=3 saturated W^2, L=16: 0.23863
d=3 saturated W^2, L=32: 0.24568
d=3 saturated W^2, L=64: 0.24920
d=3 ratio of successive rises: 0.5005
Step edge, d = 1
stiffness: 0.1 eV/angstrom
temperature: 600 K
thermal energy: 0.05170 eV
nu: 10000 angstrom^2/s
length L: 1000 angstrom
D/nu: 0.5170 angstrom
saturated W^2: 43.087 angstrom^2
Boltzmann matrix W^2: 43.086 angstrom^2
saturated W: 6.564 angstrom
saturated W: 12.404 bohr
crossover time: 1.091 s
W at 0.01 s, full: 2.005 angstrom
W at 0.01 s, early law: 2.031 angstrom
W at 0.1 s, full: 3.466 angstrom
W at 0.1 s, early law: 3.612 angstrom
W at 1.0 s, full: 5.560 angstrom
W at 1.0 s, early law: 6.423 angstrom
W at 10.0 s, full: 6.563 angstrom
W at 10.0 s, early law: 11.422 angstrom
saturated W at 4L: 13.128 angstrom
crossover time at 4L: 17.453 s
\end{verbatim}
